# Sphere-averaging the $q=0$ exchange term still leaves a $1/L$ error: verification in Python

```python
# Result under test (Gaussian units; numbers in bohr and hartree, e = 1).
# Simple cubic supercell of side L, mesh q = 2 pi n / L, smooth exchange form factor f(q),
# c(r) its Fourier transform.  Exchange energy per cell of a spin-paired insulator is -S,
#   S = (1/L^3) sum_{q!=0} 4 pi f(q)/q^2 + w f(0)/L ,   I = int d^3q/(2pi)^3 4 pi f/q^2 .
# Claim: S - I = (w - alpha) f(0)/L + (2 pi/3 L^3) int c r^2 + O(L^-5), alpha = Madelung constant.
# Equal-volume sphere: q0^3 = 6 pi^2/L^3, average 12 pi/q0^2, w_s = 12 pi/(6 pi^2)^(2/3) < alpha.
# Cube: w_c = C/pi, C = int over the unit cube of u^-2.  Midpoint errors
# delta_n = int_{cell n} u^-2 - n^-2 ~ 1/(12 n^4) obey alpha = w_c + sum delta_n / pi.
# Averaging the kernel in every cell leaves S - I = -(pi^2/6 L^2) int c r + O(L^-3).
import numpy as np
import sympy as sp
from scipy import integrate, optimize, constants
from scipy.special import erfc
from pyscf import gto, scf
from pyscf.gto.ft_ao import ft_aopair

pi = np.pi
EV = constants.physical_constants['Hartree energy in eV'][0]

# ---- sphere average from the definition
qs, q0s = sp.symbols('q q0', positive=True)
avg = sp.integrate(4*sp.pi*qs**2*4*sp.pi/qs**2, (qs, 0, q0s))/(4*sp.pi*q0s**3/3)
assert sp.simplify(avg - 12*sp.pi/q0s**2) == 0
x, y, z = sp.symbols('x y z', real=True)
u2 = x*x + y*y + z*z
assert sp.simplify(sum(sp.diff(1/u2, s, 2) for s in (x, y, z)) - 2/u2**2) == 0
q0L = optimize.brentq(lambda t: 4*pi*t**3/3 - (2*pi)**3, 1, 10, xtol=1e-14)
w_s = float(avg.subs(q0s, q0L))
assert abs(w_s - 12*pi/(6*pi**2)**(2/3)) < 1e-12

# ---- Ewald sums, unit cell volume scaled to 1
idx = np.array(np.meshgrid(*[np.arange(-6, 7)]*3, indexing='ij')).reshape(3, -1).T
idx = idx[np.any(idx != 0, axis=1)]
def smooth_potential(A, r, eta):
    """periodic Coulomb potential (q=0 omitted) minus 1/r"""
    A = np.array(A, float)
    A = A/abs(np.linalg.det(A))**(1/3)
    G = idx @ (2*pi*np.linalg.inv(A).T)
    d = np.linalg.norm(idx @ A - r, axis=1)
    G2 = (G**2).sum(1)
    rr = np.linalg.norm(r)
    own = -2*eta/np.sqrt(pi) if rr == 0 else (erfc(eta*rr) - 1)/rr
    return ((erfc(eta*d)/d).sum() + own - pi/eta**2
            + (4*pi*np.exp(-G2/(4*eta**2))*np.cos(G @ r)/G2).sum())
def madelung(A, eta=2.0):
    return -smooth_potential(A, np.zeros(3), eta)
alpha = madelung(np.eye(3))
assert abs(alpha - madelung(np.eye(3), 2.8)) < 1e-11
a_bcc = madelung([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
a_fcc = madelung([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
assert min(alpha, a_bcc, a_fcc) > w_s + 0.3
ca = optimize.brentq(lambda t: madelung(np.diag([1, 1, t])) - w_s, 1.0, 2.5)
rest = lambda r: smooth_potential(np.eye(3), r, 2.0) + alpha - 2*pi*(r @ r)/3
for direction in ([0, 0, 1], [1, 1, 1], [1, 2, 3]):
    e = np.array(direction)/np.linalg.norm(direction)
    assert abs(rest(0.1*e)) < 4*0.1**4
    assert abs(rest(0.1*e)/rest(0.05*e)/16 - 1) < 0.05

# ---- cell integrals of u^-2 on one octant of cells
C = 3*integrate.dblquad(lambda s, t: 1/(.25+s*s+t*t), -.5, .5, -.5, .5, epsabs=1e-12, epsrel=1e-12)[0]
D = 3*integrate.dblquad(lambda s, t: 1/(.25+s*s+t*t)**2, -.5, .5, -.5, .5, epsabs=1e-12, epsrel=1e-12)[0]
def cell_table(nmax, order):
    t, wt = np.polynomial.legendre.leggauss(order)
    t, wt = t/2, wt/2
    sq = (np.arange(nmax+1)[None, :] + t[:, None])**2
    out = np.zeros((nmax+1,)*3)
    for i in range(order):
        for j in range(order):
            base = sq[i][:, None, None] + sq[j][None, :, None]
            for k in range(order):
                out += wt[i]*wt[j]*wt[k]/(base + sq[k][None, None, :])
    return out
NM = 66
vbar = cell_table(NM, 4)
vbar[:4, :4, :4] = cell_table(3, 16)
vbar[0, 0, 0] = C
n1 = np.arange(NM+1)
w1 = np.where(n1 > 0, 2.0, 1.0)
mult = w1[:, None, None]*w1[None, :, None]*w1[None, None, :]
nsq = (n1[:, None, None]**2 + n1[None, :, None]**2 + n1[None, None, :]**2).astype(float)
vmid = np.zeros_like(nsq)
vmid[nsq > 0] = 1/nsq[nsq > 0]
delta = vbar - vmid
delta[0, 0, 0] = 0.0
assert abs(((mult*vbar)[:2, :2, :2].sum() - C)/2 - C) < 1e-9   # 26 cells hold 3C - C
w_c = C/pi
assert w_c < w_s
assert np.all(delta[nsq > 0] > 0)
for n in ((20, 0, 0), (12, 12, 12), (5, 11, 19)):
    assert abs(12*nsq[n]**2*delta[n] - 1) < 5e-3
Delta = lambda M: (mult*delta)[:M+1, :M+1, :M+1].sum()/pi
for M in (1, 5, 60):
    assert abs(pi*Delta(M) - (2*M*C - (mult*vmid)[:M+1, :M+1, :M+1].sum())) < 1e-7
tail = lambda M: D/(12*pi*(2*M+1))
assert abs((alpha - w_c - Delta(60))/tail(60) - 1) < 2e-3
alpha_cells = w_c + Delta(60) + tail(60)
assert abs(alpha_cells - alpha) < 1e-5

print(f"q0*L = {q0L:.6f}   w_s (sphere) = {w_s:.6f}")
print(f"C = {C:.6f}   w_c (cube) = {w_c:.6f}   w_s - w_c = {w_s-w_c:.6f}")
print(f"alpha Ewald = {alpha:.6f}   alpha from cells (M=60 + tail) = {alpha_cells:.6f}")
print(f"total midpoint error Delta = alpha - w_c = {alpha-w_c:.6f}")
print(f"sphere residue alpha - w_s = {alpha-w_s:.6f}   fraction left = {1-w_s/alpha:.4f}")
print(f"D = {D:.6f}   D/(12 pi) = {D/(12*pi):.6f}")
for n in ((1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0)):
    print(f"delta{n} = {delta[n]:.6f}   1/(12 n^4) = {1/(12*nsq[n]**2):.6f}")
for M in (1, 2, 5, 20):
    print(f"M={M}: Delta_M = {Delta(M):.6f}  left = {alpha-w_c-Delta(M):.6f}  tail formula = {tail(M):.6f}")
print(f"alpha bcc = {a_bcc:.6f}   alpha fcc = {a_fcc:.6f}   (L = V^(1/3))")
print(f"tetragonal c/a with alpha = w_s: {ca:.4f}")
print(f"radius ratio q_eff/q0 = sqrt(w_s/alpha) = {np.sqrt(w_s/alpha):.5f}")

# ---- Gaussian f = exp(-q^2 sigma^2), sigma = 1 bohr: midpoint versus cell-averaged kernels
I_g = 2/pi*integrate.quad(lambda t: np.exp(-t*t), 0, np.inf)[0]
cr = lambda r, p: 4*pi*r**(2+p)*np.exp(-r*r/4)/(4*pi)**1.5
r1_g = integrate.quad(cr, 0, np.inf, args=(1,))[0]
r2_g = integrate.quad(cr, 0, np.inf, args=(2,))[0]
Ls = np.array([40., 60., 80.])
scaled = []
for L in Ls:
    f = np.exp(-nsq*(2*pi/L)**2)
    S0 = (mult*vmid*f).sum()/(pi*L)
    assert abs(S0 - I_g - (-alpha/L + 2*pi*r2_g/(3*L**3))) < 1e-10
    scaled.append(L**2*((mult*vbar*f).sum()/(pi*L) - I_g))
fit2 = np.linalg.solve(np.vander(1/Ls, 3, increasing=True), scaled)[0]
assert abs(fit2/(-pi**2*r1_g/6) - 1) < 2e-3
print(f"Gaussian, sigma = 1 bohr: I = {I_g:.6f} hartree, <r> = {r1_g:.6f} bohr")
print("all cells averaged, L^2(S-I) at L=40,60,80 bohr: " + ", ".join(f"{s:.5f}" for s in scaled) + " hartree bohr^2")
print(f"extrapolated = {fit2:.5f}   -(pi^2/6)<r> = {-pi**2*r1_g/6:.5f} hartree bohr^2")

# ---- one band of overlapping Gaussians exp(-beta r^2), lattice constant 1; f factorizes
beta = 4.0
Rs = np.arange(-6, 7)
Sk = lambda k: (np.exp(-beta*Rs**2/2)*np.cos(np.multiply.outer(k, Rs))).sum(-1)
M1 = lambda k, q: Sk(k+q/2)*np.exp(-q*q/(8*beta))/np.sqrt(Sk(k)*Sk(k+q))
xs = np.arange(200)/200
def bloch(k):
    psi = (np.exp(1j*k*Rs)*np.exp(-beta*(xs[:, None]-Rs)**2)).sum(1)
    return psi/np.sqrt(np.mean(abs(psi)**2))
for k, q in ((0.7, 1.9), (-2.5, 8.3), (1.1, 0.0)):
    direct = np.mean(bloch(k).conj()*bloch(k+q)*np.exp(-1j*q*xs))
    assert abs(direct - M1(np.array(k), np.array(q))) < 1e-11
Ns = np.array([10, 12, 14, 16])
Sband = []
for N in Ns:
    ks = 2*pi*np.arange(N)/N
    F = (M1(ks[None, :], (2*pi*n1/N)[:, None])**2).mean(1)
    Sband.append((mult*vmid*F[:, None, None]*F[None, :, None]*F[None, None, :]).sum()/(pi*N))
coef = np.linalg.solve(np.array([Ns**0., Ns**-1., Ns**-3., Ns**-5.]).T, Sband)
assert abs(coef[1] + alpha) < 1e-4
print(f"band model beta a^2 = {beta:.0f}: overlap = {np.exp(-beta/2):.4f}, fitted 1/L coefficient = {coef[1]:.5f}")

# ---- worked example: H2, RHF/6-31G, cubic lattice, overlap between molecules neglected
scf.hf.MUTE_CHKFILE = True
bond, a_lat = 1.4, 10.0
build = lambda s: gto.M(atom=[['H', (0, 0, s-bond/2)], ['H', (0, 0, s+bond/2)]],
                        unit='Bohr', basis='6-31g', verbose=0)
mol = build(0.0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
mo = mf.mo_coeff[:, 0]
J = np.einsum('ijkl,i,j,k,l->', mol.intor('int2e'), mo, mo, mo, mo)
r2 = mo @ mol.intor('int1e_r2') @ mo
overlap = mo @ gto.intor_cross('int1e_ovlp', mol, build(a_lat)) @ mo
assert abs(overlap) < 1e-3
ex, co, zc = [], [], []
for b in range(mol.nbas):
    al = mol.bas_exp(b)
    ptr = mol._bas[b, gto.mole.PTR_COEFF]
    cc = mol._env[ptr:ptr+len(al)].copy()
    cc /= np.sqrt(cc @ (pi/(al[:, None]+al[None, :]))**1.5 @ cc)
    ex += list(al); co += list(cc*mo[b]); zc += [mol.bas_coord(b)[2]]*len(al)
ex, co, zc = map(np.array, (ex, co, zc))
p = np.add.outer(ex, ex).ravel()
P = np.add.outer(ex*zc, ex*zc).ravel()/p
K = np.outer(co, co).ravel()*(pi/p)**1.5*np.exp(
    -np.outer(ex, ex).ravel()/p*np.subtract.outer(zc, zc).ravel()**2)
def rho(perp2, qz):
    return (K*np.exp(-np.outer(perp2, 1/(4*p)))) @ (
        np.exp(-np.outer(1/(4*p), qz**2))*np.cos(np.outer(P, qz)))
assert abs(K.sum() - 1) < 1e-10
for g in ((0.3, 0.4, 1.1), (2.0, -1.0, 3.5)):
    ref = mo @ ft_aopair(mol, np.array([g]))[0] @ mo
    assert abs(ref - rho(np.array([g[0]**2+g[1]**2]), np.array([g[2]]))[0, 0]) < 1e-7
def mesh_sum(L, qmax=30.0):
    h = 2*pi/L
    n = np.arange(int(qmax/h)+2)
    w = np.where(n > 0, 2.0, 1.0)
    cnt = np.bincount(np.add.outer(n*n, n*n).ravel(), np.outer(w, w).ravel())
    m = np.nonzero(cnt[:n[-1]**2+1])[0]
    q2 = h*h*np.add.outer(m, n*n)
    q2[0, 0] = np.inf
    return (np.outer(cnt[m], w)*4*pi/q2*rho(h*h*m, h*n)**2).sum()/L**3
B = 2*pi/3*2*r2
print(f"H2 RHF/6-31G: bond = {bond} bohr, a = {a_lat:.0f} bohr, E = {mf.e_tot:.6f} hartree")
print(f"neighbour orbital overlap along z = {abs(overlap):.2e}")
print(f"exact E_x = -(11|11) = {-J:.6f} hartree = {-J*EV:.4f} eV")
print(f"<r^2> = {r2:.6f} bohr^2   B = (4 pi/3)<r^2> = {B:.5f} hartree bohr^3")
err = {}
for N in (1, 2, 3, 4):
    L = N*a_lat
    S0 = mesh_sum(L)
    assert abs(S0 - J + alpha/L - B/L**3) < 10/L**5
    err[N] = [J - S0 - w/L for w in (0.0, w_s, alpha)]
    q0 = q0L/L
    print(f"N={N} L={L:.0f} bohr: q0 = {q0:.5f} /bohr, sphere term = {12*pi/q0**2/L**3:.6f} hartree, E_x(omit) = {-S0:.6f} hartree")
    print(f"  error omit/sphere/Madelung = {err[N][0]:.6f} / {err[N][1]:.6f} / {err[N][2]:.6f} hartree")
    print(f"  formula sphere = {(alpha-w_s)/L-B/L**3:.6f}, Madelung = {-B/L**3:.6f} hartree; sphere error = {err[N][1]*EV:.4f} eV")
ratio_s, ratio_m = err[2][1]/err[4][1], err[2][2]/err[4][2]
assert abs(ratio_s - 2) < 0.2 and abs(ratio_m - 8) < 0.05
print(f"error ratio L=20 -> 40 bohr: sphere {ratio_s:.3f}, Madelung {ratio_m:.3f}")
print(f"Madelung error at L=40 bohr = {err[4][2]*EV:.5f} eV")
print(f"L for 1 mhartree (leading term): omit {alpha/1e-3:.0f}, sphere {(alpha-w_s)/1e-3:.0f}, Madelung {(B/1e-3)**(1/3):.1f} bohr")
print("success")
```

Running it gives:

```
q0*L = 3.897777   w_s (sphere) = 2.481402
C = 7.674124   w_c (cube) = 2.442750   w_s - w_c = 0.038652
alpha Ewald = 2.837297   alpha from cells (M=60 + tail) = 2.837298
total midpoint error Delta = alpha - w_c = 0.394548
sphere residue alpha - w_s = 0.355896   fraction left = 0.1254
D = 20.890074   D/(12 pi) = 0.554126
delta(1, 0, 0) = 0.049623   1/(12 n^4) = 0.083333
delta(1, 1, 0) = 0.024327   1/(12 n^4) = 0.020833
delta(1, 1, 1) = 0.011490   1/(12 n^4) = 0.009259
delta(2, 0, 0) = 0.004627   1/(12 n^4) = 0.005208
M=1: Delta_M = 0.216954  left = 0.177594  tail formula = 0.184709
M=2: Delta_M = 0.285364  left = 0.109184  tail formula = 0.110825
M=5: Delta_M = 0.344333  left = 0.050215  tail formula = 0.050375
M=20: Delta_M = 0.381036  left = 0.013512  tail formula = 0.013515
alpha bcc = 2.888462   alpha fcc = 2.888282   (L = V^(1/3))
tetragonal c/a with alpha = w_s: 1.7628
radius ratio q_eff/q0 = sqrt(w_s/alpha) = 0.93518
Gaussian, sigma = 1 bohr: I = 0.564190 hartree, <r> = 2.256758 bohr
all cells averaged, L^2(S-I) at L=40,60,80 bohr: -3.16120, -3.34689, -3.43904 hartree bohr^2
extrapolated = -3.71273   -(pi^2/6)<r> = -3.71222 hartree bohr^2
band model beta a^2 = 4: overlap = 0.1353, fitted 1/L coefficient = -2.83730
H2 RHF/6-31G: bond = 1.4 bohr, a = 10 bohr, E = -1.126743 hartree
neighbour orbital overlap along z = 2.47e-04
exact E_x = -(11|11) = -0.649908 hartree = -17.6849 eV
<r^2> = 2.611852 bohr^2   B = (4 pi/3)<r^2> = 10.94050 hartree bohr^3
N=1 L=10 bohr: q0 = 0.38978 /bohr, sphere term = 0.248140 hartree, E_x(omit) = -0.377149 hartree
  error omit/sphere/Madelung = 0.272759 / 0.024619 / -0.010971 hartree
  formula sphere = 0.024649, Madelung = -0.010941 hartree; sphere error = 0.6699 eV
N=2 L=20 bohr: q0 = 0.19489 /bohr, sphere term = 0.124070 hartree, E_x(omit) = -0.509412 hartree
  error omit/sphere/Madelung = 0.140496 / 0.016426 / -0.001369 hartree
  formula sphere = 0.016427, Madelung = -0.001368 hartree; sphere error = 0.4470 eV
N=3 L=30 bohr: q0 = 0.12993 /bohr, sphere term = 0.082713 hartree, E_x(omit) = -0.555737 hartree
  error omit/sphere/Madelung = 0.094171 / 0.011458 / -0.000405 hartree
  formula sphere = 0.011458, Madelung = -0.000405 hartree; sphere error = 0.3118 eV
N=4 L=40 bohr: q0 = 0.09744 /bohr, sphere term = 0.062035 hartree, E_x(omit) = -0.579147 hartree
  error omit/sphere/Madelung = 0.070761 / 0.008726 / -0.000171 hartree
  formula sphere = 0.008726, Madelung = -0.000171 hartree; sphere error = 0.2375 eV
error ratio L=20 -> 40 bohr: sphere 1.882, Madelung 8.004
Madelung error at L=40 bohr = -0.00465 eV
L for 1 mhartree (leading term): omit 2837, sphere 356, Madelung 22.2 bohr
success
```
